# Why Exponential Extrapolation of Correlation Energies Falls Short: a program that tests the result

```python
"""
Three-point exponential (geometric) extrapolation of correlation energies.

Result under test: if E_X = E_inf + A/X^3 exactly, the exponential through
the points X-2, X-1, X recovers only the fraction
    f = (3m^2+3m+1)^2 (m-1)^3 / (2 m^3 (6m^4-3m^2+1)),   m = X-1,
of the remaining tail A/X^3; f rises with X and stays below 3/4.

Symbols: X largest cardinal number, E_inf basis-set limit, A tail amplitude,
d_X = E_(X-1) - E_X increment, r = d_X/d_(X-1) ratio of increments.
The helium atom supplies real data, with a limit computed independently from
a Hylleraas expansion (explicit r12) and a large s-type Hartree-Fock basis.
"""
from fractions import Fraction
from math import exp, factorial
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, cc, fci


def fraction_formula(X):
    m = X - 1
    return ((3*m**2 + 3*m + 1)**2 * (m - 1)**3
            / (2*m**3 * (6*m**4 - 3*m**2 + 1)))


def geometric_gain(e1, e2, e3):
    """Energy lowering below e3 given by the geometric formula."""
    return (e2 - e3)**2 / ((e1 - e2) - (e2 - e3))


def cubic_gain(e2, e3, X):
    """Energy lowering below e3 given by the two-point X^-3 formula."""
    return e3 - (X**3*e3 - (X - 1)**3*e2) / (X**3 - (X - 1)**3)


def recovered(tail, X):
    return geometric_gain(tail(X - 2), tail(X - 1), tail(X)) / tail(X)


def fitted_exponential_limit(e1, e2, e3):
    """Solve for the exponent numerically so that all three points are met."""
    def amplitude(alpha):
        return (e2 - e3) / (exp(alpha) - 1)

    def miss(alpha):
        b = amplitude(alpha)
        return (e3 - b) + b*exp(2*alpha) - e1
    alpha = brentq(miss, 1e-3, 10, xtol=1e-14)
    return e3 - amplitude(alpha)


# ---------- symbolic and numerical tests of the fraction ----------
m, t = sp.symbols('m t', positive=True)
f_def = sp.cancel(recovered(lambda x: 1/x**3, m + 1))
f_sym = fraction_formula(m + 1)
assert sp.simplify(f_def - f_sym) == 0


def positive_from_two(expr):
    """Sufficient test: all coefficients positive in t = m - 2."""
    num, den = sp.fraction(sp.cancel(expr))
    cn = sp.Poly(sp.expand(num.subs(m, t + 2)), t).all_coeffs()
    cd = sp.Poly(sp.expand(den.subs(m, t + 2)), t).all_coeffs()
    sign = 1 if cd[0] > 0 else -1
    return all(sign*c > 0 for c in cn) and all(sign*c > 0 for c in cd)


assert positive_from_two(sp.Rational(3, 4) - f_def)
assert positive_from_two(sp.diff(f_def, m))
assert sp.limit(f_def, m, sp.oo) == sp.Rational(3, 4)
assert sp.limit(m*(sp.Rational(3, 4) - f_def), m, sp.oo) == sp.Rational(3, 4)

for p in range(1, 7):
    far = recovered(lambda x: Fraction(1, x**p), 10000)
    assert abs(float(far) - p/(p + 1)) < 1e-3      # correction is O(1/X)

# control: the geometric formula is exact for a true exponential
assert recovered(lambda x: Fraction(1, 4**x), 5) == 1

# ---------- model sequence ----------
E_inf, A = -300.0, 1000.0                         # mEh
E = {X: E_inf + A/X**3 for X in range(2, 11)}
to_kJ = constants.value('Hartree energy')*constants.N_A*1e-6   # per mEh

for X in range(4, 11):
    limit = fitted_exponential_limit(E[X - 2], E[X - 1], E[X])
    f_fit = (E[X] - limit)/(E[X] - E_inf)
    assert abs(f_fit - fraction_formula(X)) < 1e-8
    assert abs(E[X] - cubic_gain(E[X - 1], E[X], X) - E_inf) < 1e-9
ratios = {X: (E[X - 1] - E[X])/(E[X - 2] - E[X - 1]) for X in range(4, 11)}
assert all(ratios[X + 1] > ratios[X] for X in range(4, 10))

print("MODEL: E_inf = %.1f mEh, A = %.1f mEh" % (E_inf, A))
for X in range(2, 6):
    print("X=%d: E = %.4f mEh, tail = %.4f mEh" % (X, E[X], E[X] - E_inf))
for X in range(3, 6):
    print("increment d_%d = %.4f mEh" % (X, E[X - 1] - E[X]))
for X in (4, 5):
    gain = geometric_gain(E[X - 2], E[X - 1], E[X])
    left = E[X] - gain - E_inf
    X_eff = X*(1 - fraction_formula(X))**(-1/3)
    assert abs(A/X_eff**3 - left) < 1e-9
    print("X=%d: ratio r = %.4f, geometric gain = %.4f mEh"
          % (X, ratios[X], gain))
    print("X=%d: geometric limit = %.4f mEh" % (X, E[X] - gain))
    print("X=%d: error left = %.4f mEh = %.3f kJ/mol"
          % (X, left, left*to_kJ))
    print("X=%d: effective cardinal number = %.3f" % (X, X_eff))
predicted = (E[3] - E[4])*ratios[4]
assert predicted < E[4] - E[5]
print("d_5 predicted from X=2,3,4: %.4f mEh" % predicted)
for X in (4, 5, 6, 7, 10, 20, 100):
    print("fraction recovered f(X=%d) = %.4f" % (X, fraction_formula(X)))


# exact sum of shell increments n^-4 over n > X
def shell_tail(x):
    return mp.zeta(4, x + 1)


for X in (4, 5):
    fs = recovered(shell_tail, X)
    assert 0 < fs < 0.75
    print("shell sum of n^-4: fraction at X=%d = %.4f" % (X, float(fs)))
assert abs(recovered(shell_tail, 1000) - 0.75) < 2e-3


# ---------- helium: independent limit ----------
def hylleraas_energy(order, zeta=1.9, Z=2):
    """Basis s^a t^b u^c exp(-zeta s), b even, a+b+c <= order;
    s = r1+r2, t = r1-r2, u = r12."""
    def integral(a, b, c):
        k = a + b + c + 2
        return factorial(k)/((b + 1)*(b + c + 2)*(2*zeta)**(k + 1))

    def bracket(left, right, weight):
        total = 0.0
        for x, a, b, c in left:
            for y, d, e, g in right:
                for w, h, i, j in weight:
                    if x*y*w != 0:
                        total += x*y*w*integral(a+d+h, b+e+i, c+g+j)
        return total

    powers = [(a, b, c) for a in range(order + 1)
              for b in range(0, order + 1, 2)
              for c in range(order + 1) if a + b + c <= order]
    psi = [[(1, a, b, c)] for a, b, c in powers]
    ds = [[(a, a-1, b, c), (-zeta, a, b, c)] for a, b, c in powers]
    dt = [[(b, a, b-1, c)] for a, b, c in powers]
    du = [[(c, a, b, c-1)] for a, b, c in powers]
    volume = [(1, 2, 0, 1), (-1, 0, 2, 1)]
    cross_s = [(1, 1, 0, 2), (-1, 1, 2, 0)]
    cross_t = [(1, 2, 1, 0), (-1, 0, 1, 2)]
    potential = [(-4*Z, 1, 0, 1), (1, 2, 0, 0), (-1, 0, 2, 0)]
    n = len(powers)
    H, S = np.zeros((n, n)), np.zeros((n, n))
    for i in range(n):
        for j in range(i + 1):
            S[i, j] = S[j, i] = bracket(psi[i], psi[j], volume)
            h = bracket(psi[i], psi[j], potential)
            for g in (ds, dt, du):
                h += bracket(g[i], g[j], volume)
            for k, l in ((i, j), (j, i)):
                h += bracket(du[k], ds[l], cross_s)
                h += bracket(du[k], dt[l], cross_t)
            H[i, j] = H[j, i] = h
    norm = 1/np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    return eigh(H*scale, S*scale, eigvals_only=True)[0], n


def helium_hf(basis):
    mol = gto.M(atom='He 0 0 0', basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def even_tempered(ratio, count):
    return {'He': [[0, [0.05*ratio**k, 1.0]] for k in range(count)]}


E_small, _ = hylleraas_energy(4)
E_hyl, n_terms = hylleraas_energy(5)
assert -1e-8 < E_small - E_hyl < 2e-5
hf_limit = helium_hf(even_tempered(2.0, 20)).e_tot
hf_check = helium_hf(even_tempered(1.7, 27)).e_tot
assert abs(hf_limit - hf_check) < 5e-6
hf_limit = min(hf_limit, hf_check)
corr_limit = (E_hyl - hf_limit)*1000

# ---------- helium: correlation energies in the cc-pVXZ series ----------
He = {}
for X, name in ((2, 'cc-pvdz'), (3, 'cc-pvtz'), (4, 'cc-pvqz'),
                (5, 'cc-pv5z')):
    mf = helium_hf(name)
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.kernel()
    assert solver.converged
    He[X] = solver.e_corr*1000
    if X == 3:     # for two electrons CCSD must equal full CI
        assert abs(fci.FCI(mf).kernel()[0] - solver.e_tot) < 1e-7

print("HELIUM: Hylleraas energy, %d terms = %.6f Eh" % (n_terms, E_hyl))
print("He Hylleraas change from smaller set = %.6f Eh" % (E_hyl - E_small))
print("He Hartree-Fock limit = %.6f Eh" % hf_limit)
print("He correlation limit = %.3f mEh" % corr_limit)
for X in He:
    print("He X=%d: E_corr = %.3f mEh, tail = %.3f mEh"
          % (X, He[X], He[X] - corr_limit))
he_ratio = {}
for X in (4, 5):
    tail = He[X] - corr_limit
    geo = geometric_gain(He[X - 2], He[X - 1], He[X])
    cub = cubic_gain(He[X - 1], He[X], X)
    he_ratio[X] = (He[X - 1] - He[X])/(He[X - 2] - He[X - 1])
    assert 0 < geo/tail < 0.75
    assert abs(cub - tail) < abs(geo - tail)
    print("He X=%d: ratio of increments = %.4f" % (X, he_ratio[X]))
    print("He X=%d: geometric limit %.3f mEh, fraction %.3f"
          % (X, He[X] - geo, geo/tail))
    print("He X=%d: X^-3 limit %.3f mEh, fraction %.3f"
          % (X, He[X] - cub, cub/tail))
    print("He X=%d: limit errors: geometric %.3f, X^-3 %.3f mEh"
          % (X, tail - geo, tail - cub))
assert he_ratio[5] > he_ratio[4]
print("He d_5: predicted from X=2,3,4 %.3f, computed %.3f mEh"
      % ((He[3] - He[4])*he_ratio[4], He[4] - He[5]))
print("OK")
```

Running it gives:

```
MODEL: E_inf = -300.0 mEh, A = 1000.0 mEh
X=2: E = -175.0000 mEh, tail = 125.0000 mEh
X=3: E = -262.9630 mEh, tail = 37.0370 mEh
X=4: E = -284.3750 mEh, tail = 15.6250 mEh
X=5: E = -292.0000 mEh, tail = 8.0000 mEh
increment d_3 = 87.9630 mEh
increment d_4 = 21.4120 mEh
increment d_5 = 7.6250 mEh
X=4: ratio r = 0.2434, geometric gain = 6.8891 mEh
X=4: geometric limit = -291.2641 mEh
X=4: error left = 8.7359 mEh = 22.936 kJ/mol
X=4: effective cardinal number = 4.855
X=5: ratio r = 0.3561, geometric gain = 4.2171 mEh
X=5: geometric limit = -296.2171 mEh
X=5: error left = 3.7829 mEh = 9.932 kJ/mol
X=5: effective cardinal number = 6.418
d_5 predicted from X=2,3,4: 5.2121 mEh
fraction recovered f(X=4) = 0.4409
fraction recovered f(X=5) = 0.5271
fraction recovered f(X=6) = 0.5767
fraction recovered f(X=7) = 0.6085
fraction recovered f(X=10) = 0.6592
fraction recovered f(X=20) = 0.7088
fraction recovered f(X=100) = 0.7424
shell sum of n^-4: fraction at X=4 = 0.5063
shell sum of n^-4: fraction at X=5 = 0.5631
HELIUM: Hylleraas energy, 34 terms = -2.903719 Eh
He Hylleraas change from smaller set = -0.000010 Eh
He Hartree-Fock limit = -2.861680 Eh
He correlation limit = -42.039 mEh
He X=2: E_corr = -32.434 mEh, tail = 9.605 mEh
He X=3: E_corr = -39.079 mEh, tail = 2.960 mEh
He X=4: E_corr = -40.897 mEh, tail = 1.142 mEh
He X=5: E_corr = -41.527 mEh, tail = 0.512 mEh
He X=4: ratio of increments = 0.2736
He X=4: geometric limit -41.581 mEh, fraction 0.599
He X=4: X^-3 limit -42.223 mEh, fraction 1.161
He X=4: limit errors: geometric 0.458, X^-3 -0.184 mEh
He X=5: ratio of increments = 0.3468
He X=5: geometric limit -41.862 mEh, fraction 0.654
He X=5: X^-3 limit -42.188 mEh, fraction 1.292
He X=5: limit errors: geometric 0.177, X^-3 -0.150 mEh
He d_5: predicted from X=2,3,4 0.497, computed 0.630 mEh
OK
```
